# Critical End Point of the Field-Induced Transition in a 2-4-6 Ferroelectric

## The problem

A uniform, single-domain ferroelectric has its polarization $P$ along one axis. The macroscopic field $E$ inside it points along the same axis, and the stress is fixed. The part of its free energy per volume that depends on $P$ is

$$G(P;T,E)=\tfrac12\alpha P^2-\tfrac14 bP^4+\tfrac16 cP^6-EP,\qquad \alpha=a(T-T_0),$$

with constants $a,b,c>0$. The equilibrium state is the global minimum of $G$ over $P$. This is a mean-field description: fluctuations and domains are left out.

The negative quartic term makes the zero-field transition first order. A field $E>0$ shifts this transition and, if strong enough, removes the jump in $P$.

**(a)** Find the polarization $P_c$, temperature $T_c$ and field $E_c$ at which the jump disappears.

**(b)** Show that a line of true equilibrium transitions ends there, and find where it starts.

**(c)** Find the slope of the line, its latent heat, and the law by which the jump closes.

**(d)** Evaluate the results for the round model parameters $T_0=380$ K, $a=8\times10^5$ V m/(C K), $b=8\times10^8$ V m⁵/C³ and $c=1.6\times10^{10}$ V m⁹/C⁵.

## Hints

1. Stationarity of $G$ gives the isotherm $E(P)$. A jump needs a stretch where $E$ falls as $P$ rises. What happens to the two ends of that stretch when it shrinks to a point?
2. Complete the square in $\partial E/\partial P$, as a polynomial in $P^2$.
3. At coexistence, $G-G_{\min}$ is nowhere negative and vanishes at two polarizations. What does this say about the multiplicity of its roots?
4. Use the sum $s=P_1+P_2$ and the product $q=P_1P_2$ of the coexisting polarizations as unknowns.
5. For the slope, both minima must stay equally deep as $T$ and $E$ change together.

## Full solution

### (a) The critical point

Setting $\partial G/\partial P=0$ gives

$$E=\alpha P-bP^3+cP^5. \tag{1}$$

At fixed temperature the stiffness is

$$\kappa\equiv\left(\frac{\partial E}{\partial P}\right)_T=\alpha-3bP^2+5cP^4. \tag{2}$$

A stationary state is a local minimum if $\kappa>0$. An unstable stretch, $\kappa<0$, is bounded by two zeros of $\kappa$. When these merge, $\kappa$ has a double zero, so its derivative vanishes too:

$$-6bP+20cP^3=0\quad\Rightarrow\quad P_c^2=\frac{3b}{10c},$$

where $P>0$ allowed division by $P$. The condition $\kappa=0$ then fixes $\alpha$:

$$\alpha_c=3bP_c^2-5cP_c^4=\frac{9b^2}{10c}-\frac{9b^2}{20c}=\frac{9b^2}{20c}.$$

Equation (1) gives the field:

$$E_c=P_c\left(\alpha_c-bP_c^2+cP_c^4\right)=P_c\frac{b^2}{c}\left(\frac{9}{20}-\frac{3}{10}+\frac{9}{100}\right)=\frac{6b^2}{25c}P_c.$$

Hence

$$\boxed{T_c=T_0+\frac{9b^2}{20ac},\qquad E_c=\frac{6b^2}{25c}\sqrt{\frac{3b}{10c}}}$$

Since $10cP_c^2=3b$ and $5cP_c^4=\alpha_c$, equation (2) can be written as

$$\kappa=\alpha-\alpha_c+5c\left(P^2-P_c^2\right)^2. \tag{3}$$

For $T>T_c$ this is positive for every $P$. Each field then belongs to one polarization, which varies smoothly, and no jump is possible. At $T_c$ the isotherm still rises strictly, with zero slope at $\pm P_c$, so the critical state is the global minimum at $E_c$. Just below $T_c$ the unstable stretch lies between

$$P^2=P_c^2\pm\sqrt{\frac{\alpha_c-\alpha}{5c}}.$$

These are the limits of metastability. They merge at $T_c$, so the range of fields in which hysteresis is possible closes there as well.

### (b) The equilibrium line

Merging stability limits do not by themselves locate the equilibrium transition. Let $P_1<P_2$ be two global minima at the same $T$ and the same $E>0$. The function $G-G_{\min}$ is nonnegative and touches zero at both, so each is a double root. With leading coefficient $c/6$,

$$G-G_{\min}=\frac c6\left(P^2-sP+q\right)^2\left(P^2+uP+v\right). \tag{4}$$

The square is

$$P^4-2sP^3+(s^2+2q)P^2-2sqP+q^2.$$

Multiply both sides of (4) by $6/c$ and compare powers of $P$.

- $P^5$: $u-2s=0$, so $u=2s$.
- $P^3$: $-2sv+u(s^2+2q)-2sq=2s(s^2+q-v)=0$.
- $P^4$: $v-2su+s^2+2q=v-3s^2+2q=-3b/(2c)$.
- $P^2$: $v(s^2+2q)-2squ+q^2=3\alpha/c$.
- $P^1$: $-2sqv+uq^2=-6E/c$.

If $s=0$, then $u=0$ and the last line gives $E=0$, which is excluded. So $s\ne0$, and the $P^3$ line gives $v=s^2+q$. The other three become

$$q=\frac{2s^2}{3}-\frac{b}{2c},\qquad \frac{3\alpha}{c}=s^4-s^2q+3q^2,\qquad E=\frac{c\,s^3q}{3}. \tag{5}$$

The last factor in (4) is now $P^2+2sP+s^2+q=(P+s)^2+q$. If $q$ were negative, this factor would be negative in an interval around $P=-s$, and $G$ would fall below its supposed minimum. So $q\ge0$, and $E>0$ then requires $q>0$ and $s>0$. The minima are distinct if $(P_2-P_1)^2=s^2-4q>0$. With $q$ from (5), the two conditions read

$$\frac{2s^2}{3}>\frac{b}{2c},\qquad \frac{2b}{c}>\frac{5s^2}{3}\quad\Rightarrow\quad \frac{3b}{4c}<s^2<\frac{6b}{5c}. \tag{6}$$

Conversely, any $s>0$ in this range makes (4) nonnegative with two zeros, so it describes true coexistence.

To see that this is a single line, put $\sigma=s^2$ and $\beta=b/(2c)$. Then $q=2\sigma/3-\beta$ and

$$\frac{3\alpha}{c}=\sigma^2-\sigma\left(\frac{2\sigma}{3}-\beta\right)+3\left(\frac{2\sigma}{3}-\beta\right)^2=\frac{5\sigma^2}{3}-3\beta\sigma+3\beta^2. \tag{7}$$

Its derivative, $10\sigma/3-3\beta$, is positive because $\sigma>3\beta/2$. The field also grows with $\sigma$, since both $s^3$ and $q$ do. Each temperature on the line therefore has one coexistence field. Solving (7) for $\sigma$ gives

$$s^2=\frac{3}{10}\left[3\beta+\sqrt{\frac{20\alpha}{c}-11\beta^2}\,\right],$$

with the plus sign because $\sigma>9\beta/10$. Inserted in (5), this gives $E(T)$ in closed form.

At the lower end of (6), $q=0$ and $E=0$. Then $3\alpha/c=s^4=9b^2/(16c^2)$, so the line starts at

$$T_{tr}=T_0+\frac{3b^2}{16ac},$$

where $P_1=0$ and $P_2=\sqrt{3b/(4c)}$. This is the zero-field transition. At the upper end, $s^2=4q$, so $P_1=P_2=s/2$ and $P_c^2=s^2/4=3b/(10c)$. Equation (5) gives

$$\frac{3\alpha}{c}=s^4\left(1-\frac14+\frac{3}{16}\right)=\frac{15}{16}\cdot\frac{36b^2}{25c^2}=\frac{27b^2}{20c^2},$$

which is $\alpha=9b^2/(20c)=\alpha_c$. The equilibrium line ends at the point found in (a). Because $G(P,E)=G(-P,-E)$, a mirror-image line exists for $E<0$.

### (c) Slope, latent heat and closing of the jump

In a minimum $\partial G/\partial P=0$, so a small change of $T$ and $E$ changes its depth by $\tfrac12aP^2\,dT-P\,dE$. Equal changes in both minima require

$$\tfrac12a(P_2^2-P_1^2)\,dT=(P_2-P_1)\,dE\quad\Rightarrow\quad \frac{dE}{dT}=\frac{a}{2}(P_1+P_2). \tag{8}$$

The slope is positive: the field favours the more polarized phase and keeps it stable to higher temperature. At the critical point the slope tends to $aP_c$.

The entropy per volume is $S=S_0(T)-\tfrac12aP^2$, where $S_0$ comes from the part of the free energy that does not depend on $P$. Heating across the line at fixed field takes the material from $P_2$ to $P_1$ and absorbs

$$L=\frac{Ta}{2}\left(P_2^2-P_1^2\right),$$

which vanishes when the two polarizations merge.

For the closing law, write $\sigma=12\beta/5-\varepsilon$, with $\varepsilon$ small. Then $(P_2-P_1)^2=4\beta-5\sigma/3=5\varepsilon/3$. To first order, (7) gives

$$\alpha_c-\alpha=\frac c3\left(\frac{10}{3}\cdot\frac{12\beta}{5}-3\beta\right)\varepsilon=\frac{5c\beta}{3}\varepsilon=\frac{5b}{6}\varepsilon.$$

Eliminating $\varepsilon$,

$$P_2-P_1\simeq\sqrt{\frac{2a(T_c-T)}{b}}.$$

### (d) Numbers

The common factor is $b^2/c=4\times10^7$ V m/C. Then

$$P_c^2=\frac{3(8\times10^8)}{10(1.6\times10^{10})}=0.015\ \mathrm{C^2/m^4},\qquad P_c=0.1225\ \mathrm{C/m^2},$$

$$T_c-T_0=\frac{0.45\,(4\times10^7)}{8\times10^5}=22.5\ \mathrm K,\qquad T_c=402.5\ \mathrm K,$$

$$E_c=0.24\,(4\times10^7)(0.12247)=1.176\times10^6\ \mathrm{V/m}=11.76\ \mathrm{kV/cm}.$$

The line starts at $T_{tr}=389.375$ K with a jump of 0.1936 C/m². Between its ends:

| $T$ (K) | $E$ (10⁶ V/m) | $P_1$ (C/m²) | $P_2$ (C/m²) | $L$ (10⁶ J/m³) |
|---|---|---|---|---|
| 392 | 0.212 | 0.0231 | 0.1866 | 5.37 |
| 396 | 0.562 | 0.0524 | 0.1738 | 4.35 |
| 400 | 0.934 | 0.0831 | 0.1554 | 2.76 |

At 400 K the jump is still 0.072 C/m², although the end is only 2.5 K away. This is the square-root law at work: the jump closes steeply, and late.

The end point was also found without the formulas above. Equally deep minima were located numerically, and their separation was extrapolated to zero. This gave 402.500 K and $1.176\times10^6$ V/m. In field sweeps with steps of 1000 V/m, the largest change of $P$ per step was 0.1215 C/m² at 396 K, but only $2.3\times10^{-5}$ C/m² at 387 K, below the line's range. One kelvin above $T_c$ it was $1.25\times10^{-3}$ C/m². That last value is a smooth response: by (3) the smallest stiffness there is $a\times1\ \mathrm K=8\times10^5$ V m/C, and 1000 V/m divided by it is $1.25\times10^{-3}$ C/m².

### Limits and conditions

The ratio $(T_c-T_0)/(T_{tr}-T_0)=(9/20)/(3/16)=12/5$ does not depend on the parameters. As $b\to0$, both temperatures approach $T_0$ as $b^2$, while $E_c$ vanishes as $b^{5/2}$. The line shrinks to a tricritical point. If the quartic term is positive, $+|b|P^4/4$, then $\partial^2E/\partial P^2=6|b|P+20cP^3$ has no zero at $P>0$, and there is no critical point at nonzero field.

If $b$ and $c$ depend on temperature, the conditions in (a) still hold on each isotherm, but $\alpha=9b^2/(20c)$ becomes an equation to be solved for $T_c$. The slope and entropy formulas then gain terms from $db/dT$ and $dc/dT$. The coefficients must belong to the actual mechanical condition, and $E$ is the field inside the material, which depolarizing effects can make different from the applied one.

## Variation 1: isothermal field change at $T_c$

*How much entropy is removed when the field rises from zero to $E_c$ at $T=T_c$, and how strongly does the entropy respond to the field near $E_c$?*

At $T_c$ the isotherm rises strictly, so $E=0$ means $P=0$. The final polarization is $P_c$. Therefore

$$\Delta S=-\frac{aP_c^2}{2}=-\frac{3ab}{20c}=-\frac{(8\times10^5)(0.015)}{2}=-6000\ \mathrm{J/(m^3\,K)}.$$

The heat released is $402.5\times6000=2.415\times10^6$ J/m³. No latent heat is involved, because the path meets the line only at its end. A central temperature difference of the minimized free energy with steps of $\pm10^{-4}$ K gives $-6000.9$ J/(m³ K). The offset comes from the finite step at a singular point: it is 20 J/(m³ K) for $10^{-2}$ K and 0.2 J/(m³ K) for $10^{-5}$ K, falling as the step to the power 2/3.

Near the critical point put $p=P-P_c$. The first and second derivatives of $E(P)$ vanish, and the third is $-6b+60cP_c^2=12b$. To leading order,

$$E-E_c=\frac{12b}{6}p^3=2bp^3,\qquad \left(\frac{\partial S}{\partial E}\right)_T=-\frac{aP}{\kappa}\simeq-\frac{aP_c}{6bp^2}.$$

The isothermal response diverges as $|E-E_c|^{-2/3}$ in this mean-field model.

## Variation 2: adiabatic field change

*Does the adiabatic temperature response diverge too? Let $C=T\,dS_0/dT$ be the heat capacity per volume at fixed $P$, with the constant value $3\times10^6$ J/(m³ K).*

For a reversible adiabatic change in a single phase,

$$0=dS=\frac CT\,dT-aP\,dP\quad\Rightarrow\quad dP=\frac{C}{aPT}\,dT.$$

Equation (1) gives $dE=aP\,dT+\kappa\,dP$. Inserting $dP$,

$$\left(\frac{\partial T}{\partial E}\right)_S=\left[aP+\frac{C\kappa}{aPT}\right]^{-1}\longrightarrow\frac{1}{aP_c}=1.02\times10^{-5}\ \mathrm{K\,m/V}$$

as the critical point is approached from above $T_c$, where $\kappa\to0$. The response stays finite. The heat capacity at fixed field explains why: since $(\partial P/\partial T)_E=-aP/\kappa$, it equals $C+Ta^2P^2/\kappa$ and diverges together with the isothermal response. The limit does not contain $C$; it is the inverse slope of the transition line. Where two phases coexist, the temperature must follow that line, so the limit from that side is the same.

For the whole change from zero field to the critical point, equal entropies at the two ends give

$$C\ln\frac{T_c}{T_i}=\frac{aP_c^2}{2}\quad\Rightarrow\quad T_i=402.5\,e^{-6000/(3\times10^6)}=401.70\ \mathrm K.$$

This start lies above $T_{tr}$, so the initial state is indeed unpolarized. Within the last 1 % of the field the path meets the transition line and follows it, with two phases present, to the critical point. The entropy balance covers this stretch too, provided the change stays reversible and the two phases share one temperature and one internal field, with no interface, depolarizing or elastic cost for their coexistence; the single-domain free energy does not contain such costs. The warming is 0.80 K. Multiplying the limiting response by $E_c$ would give 12 K, which is far too large: the response is zero at $P=0$, so its value at the critical point cannot stand for the whole field range.

## Calculated quantities

```
Input T0 = 380.0 K
Input a = 8.000e+05 V m/(C K)
Input b = 8.000e+08 V m^5/C^3
Input c = 1.600e+10 V m^9/C^5
Input heat capacity C = 3.000e+06 J/(m^3 K)
b^2/c = 4.0000e+07 V m/C
Start of line T_tr = 389.375 K
Polarization jump at T_tr = 0.19365 C/m^2
Critical P_c^2 = 0.01500 C^2/m^4
Critical P_c = 0.12247 C/m^2
Critical alpha_c = 1.8000e+07 V m/C
Critical T_c - T0 = 22.500 K
Critical T_c = 402.500 K
Critical E_c = 1.17576e+06 V/m
Critical E_c converted = 11.758 kV/cm
Extrapolated numerical T_c = 402.50000 K
Extrapolated numerical E_c = 1.17576e+06 V/m
T = 392.0 K: coexistence E = 2.12372e+05 V/m
  P1 = 0.02314, P2 = 0.18656 C/m^2
  line slope dE/dT = 8.3883e+04 V/(m K)
  latent heat L = 5.3735e+06 J/m^3
T = 396.0 K: coexistence E = 5.61876e+05 V/m
  P1 = 0.05239, P2 = 0.17379 C/m^2
  line slope dE/dT = 9.0472e+04 V/(m K)
  latent heat L = 4.3493e+06 J/m^3
T = 400.0 K: coexistence E = 9.33983e+05 V/m
  P1 = 0.08312, P2 = 0.15535 C/m^2
  line slope dE/dT = 9.5389e+04 V/(m K)
  latent heat L = 2.7562e+06 J/m^3
Jump at T_c - 0.01 K = 4.47249e-03 C/m^2
Square-root law there = 4.47214e-03 C/m^2
Sweep field step = 1000 V/m
Largest P step at 387 K = 2.26e-05 C/m^2
Largest P step at 396 K = 0.12154 C/m^2
Largest P step at T_c + 1 K = 1.25e-03 C/m^2
Limiting line slope a P_c = 9.7980e+04 V/(m K)
Entropy change 0 to E_c at T_c = -6000.0 J/(m^3 K)
Same from dG/dT numerically = -6000.9 J/(m^3 K)
Heat released at T_c = 2.4150e+06 J/m^3
Adiabatic response limit = 1.02062e-05 K m/V
Adiabatic response numerical = 1.02063e-05 K m/V
Adiabatic start temperature = 401.6958 K
Adiabatic warming to T_c = 0.8042 K
```
